\section*{Quadratic Stark shift of a particle in a box}

\section{The problem}

An electron of mass $m$ and charge $-e$ moves in one dimension between hard walls at $x=-L/2$ and $x=+L/2$. A weak uniform static field $F$ points along $+x$. The potential energy is then $+eFx$, with its zero at the centre of the box.

(a) Show that, to second order in $F$, the ground-state energy shifts by
\begin{equation}
\Delta E=-\left(\frac{15}{\pi^2}-1\right)\frac{m e^2F^2L^4}{24\pi^2\hbar^2}.
\label{eq:target}
\end{equation}

(b) What fraction of this shift comes from the transition between the ground state and the first excited state?

The working uses Hartree atomic units, $\hbar=m=e=1$; the constants are restored at the end of part (a). With $H_0=-\tfrac12\,d^2/dx^2$ inside the box, the states and levels without field are
\begin{equation}
\phi_n(x)=\sqrt{\frac2L}\,\sin\!\left[nk\left(x+\frac L2\right)\right],\qquad
\varepsilon_n=\frac{n^2k^2}{2},\qquad k=\frac{\pi}{L}.
\label{eq:states}
\end{equation}
Since $kL/2=\pi/2$, the ground state is $\phi_1=\sqrt{2/L}\,\cos kx$.

\section{A tempting solution}

The first-order shift is $F\langle\phi_1|x|\phi_1\rangle=0$, because $x\phi_1^2$ is odd. Let $\chi$ be the part of the wavefunction that is linear in $F$. Collecting the terms linear in $F$ in the Schr\"odinger equation gives $(H_0-\varepsilon_1)\chi=-Fx\phi_1$. Multiplication by $-2$ turns this into
\begin{equation}
\chi''+k^2\chi=2F\sqrt{\frac2L}\;x\cos kx .
\label{eq:first}
\end{equation}
Try $\chi=a\,x^2\sin kx+b\,x\cos kx$. Direct differentiation gives
\begin{align}
(x^2\sin kx)''+k^2x^2\sin kx&=2\sin kx+4kx\cos kx,\nonumber\\
(x\cos kx)''+k^2x\cos kx&=-2k\sin kx .\nonumber
\end{align}
The terms in $x\cos kx$ require $4ka=2F\sqrt{2/L}$, and those in $\sin kx$ require $2a-2kb=0$. Hence $a=(F/2k)\sqrt{2/L}$ and $b=a/k$, so that
\begin{equation}
\tilde\chi=\frac{F}{2k}\sqrt{\frac2L}\left[x^2\sin kx+\frac xk\cos kx\right].
\label{eq:wrongchi}
\end{equation}
A solution of the homogeneous equation could be added, but that seems to be the usual freedom to add a multiple of $\phi_1$, which is removed by requiring $\langle\phi_1|\chi\rangle=0$. The function $\tilde\chi$ is odd and $\phi_1$ is even, so this requirement is met.

The second-order energy is $F\langle\phi_1|x|\chi\rangle$. Three integrals are needed. All run from $-L/2$ to $L/2$, where $\sin 2kx=0$ and $\cos 2kx=-1$ at both ends. Integration by parts gives
\begin{align}
A_1&=\int x\sin 2kx\,dx=\left[-\frac{x\cos 2kx}{2k}\right]+\frac1{2k}\int\cos 2kx\,dx=\frac{L}{2k},\nonumber\\
A_2&=\int x^2\cos 2kx\,dx=\left[\frac{x^2\sin 2kx}{2k}\right]-\frac1k A_1=-\frac{L}{2k^2},\nonumber\\
A_3&=\int x^3\sin 2kx\,dx=\left[-\frac{x^3\cos 2kx}{2k}\right]+\frac{3}{2k}A_2=\frac{L^3}{8k}-\frac{3L}{4k^3}.
\label{eq:A}
\end{align}
With $\sin kx\cos kx=\tfrac12\sin 2kx$ and $\cos^2kx=\tfrac12(1+\cos 2kx)$,
\begin{align}
F\langle\phi_1|x|\tilde\chi\rangle
&=\frac{F^2}{kL}\left[\frac{A_3}{2}+\frac1k\left(\frac{L^3}{24}+\frac{A_2}{2}\right)\right]\nonumber\\
&=\frac{F^2}{kL}\left[\frac{L^3}{16k}-\frac{3L}{8k^3}+\frac{L^3}{24k}-\frac{L}{4k^3}\right]\nonumber\\
&=F^2\left[\frac{5L^2}{48k^2}-\frac{5}{8k^4}\right]
=\frac{5F^2L^4}{48\pi^2}\left(1-\frac{6}{\pi^2}\right).
\label{eq:wrong}
\end{align}
This is not Eq.~(\ref{eq:target}). It does not even have the right sign: since $\pi^2>6$, it is positive.

\section{Where the fault lies}

A positive value is impossible. The first-order shift vanishes by the symmetry of the box, so the second-order term is the leading change of the energy, and it has to respect the following bound. By the variational principle, the ground-state energy $E(F)$ in the field cannot exceed the mean energy of any normalized trial function that obeys the boundary conditions. The field-free ground state is such a function, and
\begin{equation}
E(F)\le\langle\phi_1|H_0+Fx|\phi_1\rangle=\varepsilon_1 .
\end{equation}

The differential equation was solved correctly, and the integrals are correct. The fault is in the treatment of the homogeneous solutions. Equation~(\ref{eq:first}) has two of them, $\cos kx$ and $\sin kx$. The first is proportional to $\phi_1$; it vanishes at the walls, and orthogonality removes it. The second is not a state of the box, since $\sin kx=\pm1$ at $x=\pm L/2$. Its coefficient is not free. It must be chosen so that the perturbed wavefunction vanishes at the walls, and for every small $F$ this means $\chi(\pm L/2)=0$. The function in Eq.~(\ref{eq:wrongchi}) fails this condition:
\begin{equation}
\tilde\chi(\pm L/2)=\pm\frac{F}{2k}\sqrt{\frac2L}\,\frac{L^2}{4}.
\end{equation}

The physical content of the fault can be found from a small displacement of the whole box. If the ground state is moved rigidly by $d$, then to first order
\begin{equation}
\phi_1(x-d)\simeq\phi_1(x)-d\,\phi_1'(x)=\phi_1(x)+d\,k\sqrt{\frac2L}\,\sin kx .
\end{equation}
The unwanted part of $\tilde\chi$ is $(F/2k)\sqrt{2/L}\,(L^2/4)\sin kx$. Comparison gives $d=FL^2/(8k^2)$, which is positive. To first order, the tempting function therefore describes an electron in a box whose walls have both moved by $d$ towards higher potential energy. The result is the response of the electron mixed with an uphill displacement of its container.

\section{The right solution of part (a)}

\subsection{The first-order wavefunction}

Add $c\sin kx$ to the trial form. This term solves the homogeneous equation, so $a$ and $b$ keep their values. At $x=L/2$ the cosine vanishes and the sine is one, so the wall condition reads $aL^2/4+c=0$. The condition at $x=-L/2$ is the same one, because the function is odd. With $c=-aL^2/4$,
\begin{equation}
\chi=\frac{F}{2k}\sqrt{\frac2L}\left[\left(x^2-\frac{L^2}{4}\right)\sin kx+\frac xk\cos kx\right].
\label{eq:chi}
\end{equation}

\subsection{Why the energy formula also needs the walls}

Let $\eta$ be the second-order part of the wavefunction and $E^{(2)}$ the second-order energy. The terms of order $F^2$ in the Schr\"odinger equation are
\begin{equation}
(H_0-\varepsilon_1)\eta+Fx\chi=E^{(2)}\phi_1,
\end{equation}
where the first-order energy has been dropped because it is zero. Multiply by $\phi_1$ and integrate. The right side becomes $E^{(2)}$. In the first term, two integrations by parts move $H_0$ onto $\phi_1$:
\begin{equation}
\langle\phi_1|(H_0-\varepsilon_1)\eta\rangle
=-\frac12\Big[\phi_1\eta'-\phi_1'\eta\Big]_{-L/2}^{L/2}
+\langle(H_0-\varepsilon_1)\phi_1|\eta\rangle .
\end{equation}
The last term is zero because $\phi_1$ has energy $\varepsilon_1$. The bracket is zero because $\phi_1$ and $\eta$ both vanish at the walls. What remains is
\begin{equation}
E^{(2)}=F\langle\phi_1|x|\chi\rangle .
\label{eq:E2}
\end{equation}

\subsection{The two integrals}

Inserting Eq.~(\ref{eq:chi}) into Eq.~(\ref{eq:E2}) gives
\begin{equation}
E^{(2)}=F^2\left[\frac{J}{2k}+\frac{\langle x^2\rangle}{2k^2}\right],
\label{eq:assembly}
\end{equation}
where $\langle x^2\rangle$ is taken in the field-free ground state and
\begin{equation}
J=\frac2L\int x\left(x^2-\frac{L^2}{4}\right)\sin kx\cos kx\,dx .
\end{equation}
From Eq.~(\ref{eq:A}),
\begin{align}
J&=\frac1L\left(A_3-\frac{L^2}{4}A_1\right)
=\frac1L\left(\frac{L^3}{8k}-\frac{3L}{4k^3}-\frac{L^3}{8k}\right)=-\frac{3}{4k^3},\nonumber\\
\langle x^2\rangle&=\frac2L\left(\frac{L^3}{24}+\frac{A_2}{2}\right)
=\frac{L^2}{12}-\frac{1}{2k^2}.
\end{align}
The wall term has cancelled the term $L^3/(8k)$ of $A_3$. Therefore
\begin{align}
E^{(2)}&=F^2\left[-\frac{3}{8k^4}+\frac{L^2}{24k^2}-\frac{1}{4k^4}\right]
=F^2\left[\frac{L^2}{24k^2}-\frac{5}{8k^4}\right]\nonumber\\
&=\frac{F^2L^4}{24\pi^2}\left(1-\frac{15}{\pi^2}\right),
\label{eq:au}
\end{align}
where the last step uses $k=\pi/L$ and $5/8=15/24$. The shift is negative because $\pi^2<15$.

\subsection{Restoring the constants}

With all constants written out, the first-order equation is
\begin{equation}
-\frac{\hbar^2}{2m}\left(\chi''+k^2\chi\right)=-eFx\phi_1
\quad\Longrightarrow\quad
\chi''+k^2\chi=\frac{2meF}{\hbar^2}\,x\phi_1 .
\end{equation}
So $F$ in Eq.~(\ref{eq:chi}) becomes $meF/\hbar^2$. The factor $F$ in Eq.~(\ref{eq:E2}) becomes $eF$. Together they replace $F^2$ by $me^2F^2/\hbar^2$, and Eq.~(\ref{eq:au}) becomes Eq.~(\ref{eq:target}).

\subsection{Meaning and limits}

The polarizability $\alpha$ is defined by $E^{(2)}=-\tfrac12\alpha F^2$. In atomic units,
\begin{equation}
\alpha=\frac{L^4}{12\pi^2}\left(\frac{15}{\pi^2}-1\right).
\end{equation}
Since $\chi$ is orthogonal to $\phi_1$, the normalization does not change to first order, and the mean position is $2\langle\phi_1|x|\chi\rangle=2E^{(2)}/F=-\alpha F$. The electron moves against the field, as a negative charge should. The tempting function would have moved it along the field.

The choice of origin matters for the statement of the result. If the potential energy is set to zero at the left wall, it is $eF(x+L/2)$, and every level rises by the same amount $eFL/2$. This linear term says nothing about polarization.

The quadratic law is the leading term for a weak field, with $eFL$ small against the gap $\varepsilon_2-\varepsilon_1$. It must fail in a strong field. The kinetic energy is positive and the potential energy is nowhere below $-eFL/2$, so the energy cannot fall faster than linearly at large $F$, whereas Eq.~(\ref{eq:target}) falls as $F^2$.

\section{Part (b): the first transition}

\subsection{The shift as a sum over states}

The function $\chi$ vanishes at the walls and is orthogonal to $\phi_1$, so it can be expanded as $\chi=\sum_{n\ge2}c_n\phi_n$. Projecting $(H_0-\varepsilon_1)\chi=-Fx\phi_1$ on $\phi_n$ gives $(\varepsilon_n-\varepsilon_1)c_n=-Fx_{1n}$, with the real element $x_{1n}=\langle\phi_1|x|\phi_n\rangle$. Equation~(\ref{eq:E2}) becomes
\begin{equation}
E^{(2)}=-F^2\sum_{n\ge2}\frac{x_{1n}^2}{\varepsilon_n-\varepsilon_1}.
\label{eq:sum}
\end{equation}
Each term is the contribution of one transition, and none is positive.

For the dipole elements, set $u=x+L/2$. The constant $-L/2$ in $x=u-L/2$ drops out by orthogonality, and the product of sines becomes a difference of cosines:
\begin{equation}
x_{1n}=\frac1L\int_0^L u\,\big\{\cos[(n-1)ku]-\cos[(n+1)ku]\big\}\,du .
\end{equation}
For a positive integer $p$, integration by parts gives
\begin{equation}
\int_0^L u\cos(pku)\,du=\frac{(-1)^p-1}{p^2k^2},
\end{equation}
which is zero for even $p$ and $-2/(p^2k^2)$ for odd $p$. Thus $x_{1n}=0$ for odd $n\ge3$, while for even $n$
\begin{equation}
x_{1n}=-\frac{2}{Lk^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8nL}{\pi^2(n^2-1)^2}.
\label{eq:dip}
\end{equation}

\subsection{The fraction}

For $n=2$, $|x_{12}|=16L/(9\pi^2)$ and $\varepsilon_2-\varepsilon_1=3\pi^2/(2L^2)$. The corresponding term in Eq.~(\ref{eq:sum}) is
\begin{equation}
E^{(2)}_{1\to2}=-F^2\,\frac{256L^2}{81\pi^4}\,\frac{2L^2}{3\pi^2}
=-\frac{512\,F^2L^4}{243\pi^6}.
\end{equation}
Division by Eq.~(\ref{eq:au}) gives
\begin{equation}
\frac{E^{(2)}_{1\to2}}{E^{(2)}}
=\frac{512}{243\pi^6}\,\frac{24\pi^4}{15-\pi^2}
=\frac{4096}{81\pi^2(15-\pi^2)}\approx 0.9987 .
\label{eq:fraction}
\end{equation}
The fraction does not depend on $L$, $F$ or the mass. The first transition supplies 99.87\,\% of the second-order shift.

\subsection{Why it is so close to one}

Define the oscillator strengths $f_n=2(\varepsilon_n-\varepsilon_1)x_{1n}^2$. Their sum follows from the double commutator $[x,[H_0,x]]$. Since $[H_0,x]=-d/dx$, the double commutator equals one. Its mean value in $\phi_1$, written out with $H_0\phi_1=\varepsilon_1\phi_1$, is
\begin{equation}
1=2\langle\phi_1|xH_0x|\phi_1\rangle-2\varepsilon_1\langle x^2\rangle=\sum_{n\ge2}f_n ,
\end{equation}
where the last step inserts the complete set $\phi_n$. In terms of these strengths, Eq.~(\ref{eq:sum}) gives
\begin{equation}
\alpha=\sum_{n\ge2}\frac{f_n}{(\varepsilon_n-\varepsilon_1)^2}.
\end{equation}
The first transition has $f_2=256/(27\pi^2)\approx0.961$, so it already holds most of the strength. The next allowed transition, to $n=4$, has $f_4\approx0.031$. Its gap is $(16-1)/(4-1)=5$ times larger, so its strength counts 25 times less in $\alpha$. Thus 96\,\% of the strength becomes 99.87\,\% of the static polarizability.

\section{A worked example}

Take the round values $L=10$ bohr and $F=0.001$ atomic units. The potential drop across the box is $FL=0.010$ hartree and the first gap is $0.148$ hartree, so the field is weak.

The two integrals are $\langle x^2\rangle=3.26727$ bohr$^2$ and $J=-24.18865$ bohr$^3$. With $k=\pi/10$, Eq.~(\ref{eq:assembly}) gives
\begin{equation}
E^{(2)}=10^{-6}\left[\frac{-24.18865}{2k}+\frac{3.26727}{2k^2}\right]
=10^{-6}\,(-38.497+16.552)=-2.1945\times10^{-5}
\end{equation}
in hartree, or $-0.597$ meV. The polarizability is $\alpha=2\times2.1945\times10^{-5}/10^{-6}=43.89$ atomic units, and the mean position of the electron moves by $-\alpha F=-0.0439$ bohr.

For the first transition, $|x_{12}|=1.80127$ bohr, and
\begin{equation}
E^{(2)}_{1\to2}=-10^{-6}\,\frac{(1.80127)^2}{0.148044}=-2.1916\times10^{-5}\ \text{hartree}.
\end{equation}
This is 99.87\,\% of the second-order shift. The transition to $n=4$ adds 0.13\,\%, and all higher ones together add less than 0.01\,\%.

The quadratic law can be compared with a solution that uses no perturbation theory. In the field, the Schr\"odinger equation is $\psi''=2F(x-E/F)\psi$. With $z=(2F)^{1/3}(x-E/F)$ it becomes $d^2\psi/dz^2=z\psi$, whose solutions are the Airy functions $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$. A combination of the two vanishes at both walls if
\begin{equation}
\mathrm{Ai}(z_-)\,\mathrm{Bi}(z_+)-\mathrm{Ai}(z_+)\,\mathrm{Bi}(z_-)=0,
\end{equation}
where $z_\pm$ are the values of $z$ at $x=\pm L/2$. This condition fixes $E$. The numerical check solves it at three fields:

\begin{center}
\begin{tabular}{ccc}
$F$ (a.u.) & Airy shift (hartree) & second order (hartree)\\
0.001 & $-2.19435\times10^{-5}$ & $-2.19452\times10^{-5}$\\
0.002 & $-8.77525\times10^{-5}$ & $-8.77809\times10^{-5}$\\
0.004 & $-3.50670\times10^{-4}$ & $-3.51124\times10^{-4}$
\end{tabular}
\end{center}

Relative to the Airy shift, the second-order formula is too large in size by 0.008\,\%, 0.032\,\% and 0.13\,\%. When the field doubles from 0.001 to 0.002, the difference between the two shifts grows by a factor of 15.99. This is the growth expected of a term in $F^4$. There is no term in $F^3$, because reflection $x\to-x$ turns the problem with field $F$ into the one with field $-F$, so the energy is an even function of the field.

\section*{Computed values}
\begin{verbatim}
Box width L = 10.0 bohr
Field F = 0.0010 a.u.
Unperturbed ground energy = 0.049348 hartree
First gap (n=1 to 2) = 0.148044 hartree
Potential drop e F L = 0.0100 hartree
Mean x^2 in ground state = 3.26727 bohr^2
Second integral = -24.18865 bohr^3
Factor 15/pi^2 - 1 = 0.519818
Coefficient shift/(F^2 L^4) = -0.00219452 a.u.
Second-order shift = -2.194523e-05 hartree
Second-order shift = -0.5972 meV
Polarizability = 43.8905 a.u.
Dipole length |x_12| = 1.80127 bohr
Dipole length |x_14| = 0.14410 bohr
Shift from n=2 = -2.191616e-05 hartree
Shift from n=4 = -2.805268e-08 hartree
Fraction from n=2 = 99.8675 percent
Fraction from n=4 = 0.1278 percent
Oscillator strength n=2 = 0.96067
Oscillator strength n=4 = 0.03074
Sum of strengths up to n=40 = 0.99998
F = 0.0010 a.u.: Airy shift = -2.194345e-05 hartree
   second-order shift = -2.194523e-05 hartree
   excess of second-order size = 0.0081 percent
F = 0.0020 a.u.: Airy shift = -8.775251e-05 hartree
   second-order shift = -8.778092e-05 hartree
   excess of second-order size = 0.0324 percent
F = 0.0040 a.u.: Airy shift = -3.506702e-04 hartree
   second-order shift = -3.511237e-04 hartree
   excess of second-order size = 0.1293 percent
Growth of remainder on doubling F = 15.991
\end{verbatim}
